# Why a hybrid functional mixes in one quarter of exact exchange

## The decision

A hybrid density functional calculation needs a number before it starts: the fraction $a$ of the approximate exchange energy that is replaced by exact exchange,

$$
E_{xc}^{\rm hyb}=E_{xc}^{\rm DFA}+a\,(E_x-E_x^{\rm DFA}).
$$

Here DFA stands for a semilocal density functional approximation such as PBE, and $E_x$ is the exchange energy of the Kohn-Sham determinant. The choice $a=1/4$ with PBE defines the functional PBE0. The argument of Perdew, Ernzerhof and Burke gives $a=1/m$, where $m$ is the lowest order of perturbation theory that describes the system adequately, and then takes $m=4$ for typical molecules.

The two parts differ in standing. The value $1/m$ follows by algebra from an assumed decay of the DFA error. The value $m=4$ is a physical judgement. The notes below separate the contributions to the result and weigh them for the atomization energy of BH.

Hartree atomic units are used, with energies in hartree ($E_h$).

## The integral that is being corrected

Let $T$ be the kinetic energy operator and $V_{ee}$ the electron repulsion. For a fixed density $n$ and coupling strength $\lambda$ between 0 and 1, define

$$
F_\lambda[n]=\min_{\Psi\to n}\langle\Psi|T+\lambda V_{ee}|\Psi\rangle ,
$$

with minimizer $\Psi_\lambda$, and write $V_\lambda=\langle\Psi_\lambda|V_{ee}|\Psi_\lambda\rangle$. For open shells, both spin densities are held fixed.

The set of allowed wavefunctions does not depend on $\lambda$, so $\Psi_\lambda$ is a trial function at any other coupling $\lambda'$:

$$
F_{\lambda'}\le F_\lambda+(\lambda'-\lambda)V_\lambda .
$$

Exchanging the roles of the two couplings gives $F_\lambda\le F_{\lambda'}+(\lambda-\lambda')V_{\lambda'}$. For $\lambda'>\lambda$ the two inequalities combine to

$$
V_{\lambda'}\le\frac{F_{\lambda'}-F_\lambda}{\lambda'-\lambda}\le V_\lambda .
$$

If $V_\lambda$ is continuous, letting $\lambda'\to\lambda$ gives $dF_\lambda/d\lambda=V_\lambda$.

At the ends, $F_0=T_s$, the noninteracting kinetic energy, and $F_1=T_s+U+E_{xc}$, where $U$ is the Hartree energy; this defines $E_{xc}$. Integrating the derivative and subtracting $U$, which does not depend on $\lambda$ at fixed density, gives the adiabatic connection:

$$
E_{xc}=\int_0^1E_{xc,\lambda}\,d\lambda,\qquad E_{xc,\lambda}=V_\lambda-U .
$$

At $\lambda=0$ the minimizer is taken to be a single Kohn-Sham determinant, so $E_{xc,0}=E_x$. One end of the curve is therefore computable from orbitals. The question is how far into the interval this knowledge should reach.

## Contribution 1: the error at zero coupling

The integrand can be written as the attraction between each electron and its exchange-correlation hole, the depletion of the other electrons around it. At $\lambda=0$ the shape of the hole is fixed by the orbitals.

Two electrons of opposite spin in one orbital show the difficulty. Their exchange hole is $-n(\mathbf r')/2$, wherever the reference electron sits. In a stretched two-electron bond, half of that hole lies on the far atom. A functional that sees the density and its gradient near the reference electron cannot know this. When repulsion is switched on, the second electron avoids the first and the hole concentrates around the reference electron, which is easier to model semilocally.

This motivates the expectation that the DFA error is largest at $\lambda=0$. It is not a theorem. Define the error as a correction to be added,

$$
D_\lambda=E_{xc,\lambda}-E_{xc,\lambda}^{\rm DFA},\qquad D_0=\Delta=E_x-E_x^{\rm DFA}.
$$

For an atomization energy, every quantity is replaced by its value for the atoms minus its value for the molecule. The relations are linear, so they keep their form, and the assumptions are then needed for the difference alone.

For BH at a chosen bond length of 1.23 Å, in the cc-pVTZ basis with PBE orbitals (spin-restricted for BH, unrestricted for the atoms), exact minus PBE exchange is

- BH: $-4.11628+4.08327=-0.03301\,E_h$;
- B: $-3.75174+3.71985=-0.03189\,E_h$;
- H: $-0.30826+0.30277=-0.00549\,E_h$.

Atoms minus molecule gives $\Delta=-0.0044\,E_h$. Most of the total-energy error cancels. The digits refer to this basis: in cc-pVQZ the single exchange energies move by up to about $0.005\,E_h$, while $\Delta$ moves only to $-0.0043\,E_h$. What remains says that PBE exchange binds BH too strongly by this amount, relative to exact exchange on the same orbitals.

## Contribution 2: the behaviour at full coupling

Suppose that $D_\lambda$ is a polynomial of degree at most $m-1$, with $m\ge2$. Expand it about $\lambda=1$:

$$
D_\lambda=\sum_{k=0}^{m-1}b_k(1-\lambda)^k .
$$

The $k$th derivative at $\lambda=1$ is $(-1)^kk!\,b_k$. Now suppose that the DFA is right at $\lambda=1$ in value and in its first $m-2$ derivatives. Then $b_0=b_1=\dots=b_{m-2}=0$. One term is left, and $D_0=\Delta$ fixes its coefficient:

$$
D_\lambda=\Delta\,(1-\lambda)^{m-1}.
$$

This is the highest order of zero at $\lambda=1$ that a nonzero polynomial of this degree allows. If one more derivative vanished, $D_\lambda$ would be zero everywhere, in conflict with $\Delta\neq0$. The assumption is thus that the DFA is as good near full coupling as its known error at $\lambda=0$ permits.

With $s=1-\lambda$, the integral is

$$
\int_0^1D_\lambda\,d\lambda=\Delta\int_0^1s^{m-1}\,ds=\frac{\Delta}{m},
$$

and therefore

$$
E_{xc}^{\rm hyb}=E_{xc}^{\rm DFA}+\frac1m\,(E_x-E_x^{\rm DFA}).
$$

The limits have a direct meaning. For $m=1$ the error is constant in $\lambda$, nothing is demanded at $\lambda=1$, and exchange is replaced in full. For $m=2$ the error falls linearly and half is replaced. For $m\to\infty$ the error is confined to the neighbourhood of $\lambda=0$ and the DFA is left unchanged.

The endpoint assumption carries much weight. Let the DFA keep an error $\delta$ at $\lambda=1$, with the derivative conditions unchanged. Then $b_0=\delta$, and the value at $\lambda=0$ requires $b_{m-1}=\Delta-\delta$. The correction becomes

$$
\int_0^1\left[\delta+(\Delta-\delta)(1-\lambda)^{m-1}\right]d\lambda
=\frac{\Delta}{m}+\left(1-\frac1m\right)\delta .
$$

For $m=4$, an error at full coupling counts three times as much as an equal error at zero coupling.

## Contribution 3: the perturbation order

The link between $m$ and perturbation theory comes from expanding $F_\lambda$ at fixed density, which is Görling-Levy perturbation theory:

$$
F_\lambda=\sum_{n\ge0}e_n\lambda^n,\qquad e_0=T_s,\quad e_1=U+E_x .
$$

Differentiating and subtracting $U$ gives

$$
E_{xc,\lambda}=E_x+2e_2\lambda+3e_3\lambda^2+4e_4\lambda^3+\dots
$$

Energies through order $m$ correspond to an integrand of degree $m-1$. If fourth order describes the integrand well over the whole interval, and not only its integral, the exact integrand is close to a cubic. If the DFA integrand is also close to a cubic, and both departures from a cubic are small compared with $|\Delta|$ itself (not merely compared with the integrand), then $D_\lambda$ is effectively a cubic, and the endpoint conditions of the previous section give $a=1/4$.

The lowest adequate order is used because a higher one would demand more vanishing derivatives at $\lambda=1$ than the shape of the curve calls for. This is a principle of economy, not a derivation.

The evidence that fourth order suffices for typical molecules comes from Møller-Plesset (MP) theory. That series follows a different path, $H_0+\lambda(H-H_0)$, where $H_0$ is the sum of Fock operators, and the density changes along it. The same differentiation applies, so the correlation part of its integrand is $\sum_{n\ge2}n\,e_n^{\rm MP}\lambda^{n-1}$. It can show how quickly a perturbation series settles, but it says nothing about the DFA error at $\lambda=1$.

For the valence electrons of BH in the cc-pVDZ basis, full configuration interaction (full CI) gives the complete answer within that basis and frozen core. The series for BH starts from the spin-restricted Hartree-Fock determinant; a spin-unrestricted solution lies $0.006\,E_h$ lower and would define a different series. The series recovers these shares:

| Through order | Correlation energy | Integrand at $\lambda=1$ |
|---|---:|---:|
| 2 | 67.4 % | 52.4 % |
| 3 | 87.2 % | 75.5 % |
| 4 | 94.2 % | 86.4 % |

The integrand at $\lambda=1$ is the harder target because $e_n^{\rm MP}$ enters it $n$ times, which raises the weight of the omitted orders.

For the atomization energy, the full-CI correlation part is $0.02995\,E_h$. Second, third and fourth order give 0.02400, 0.02811 and $0.02887\,E_h$, or 80 %, 94 % and 96 % of it. The integrand of this difference at $\lambda=1$ is $0.0713\,E_h$ in full CI, and the three orders give 0.0480, 0.0603 and $0.0634\,E_h$, or 67 %, 85 % and 89 %. The fourth-order truncation still misses $0.0079\,E_h$ there, which is more than $|\Delta|=0.0044\,E_h$. The MP path and the basis differ from those of $\Delta$, so this comparison is only indicative. The miss shows that the series has not settled on that scale. It does not show that the integrand is far from a cubic, because a truncated series is not the cubic that best follows the curve over the whole interval. Second order is clearly insufficient here, although its share depends on the basis: measured against CCSD(T) in cc-pVTZ it is 73 % of the BH correlation energy and 85 % of the correlation part of the atomization energy. The step from third to fourth order is $0.0008\,E_h$ in the energy and $0.0030\,E_h$ in the integrand at $\lambda=1$, and in both cases it is smaller than what fourth order still misses, so this molecule does not single out $m=4$ sharply.

## Where fourth order fails

The symmetric Hubbard dimer has two electrons on two sites, with hopping $t$ and on-site repulsion $U_0$. Symmetry keeps one electron on each site for every $\lambda$, so the density is fixed without a changing potential. The symmetric doubly occupied state and the covalent singlet are coupled by the matrix

$$
\begin{pmatrix}\lambda U_0&-2t\\-2t&0\end{pmatrix}.
$$

Its lower eigenvalue is

$$
F_\lambda=\frac12\left(\lambda U_0-\sqrt{\lambda^2U_0^2+16t^2}\right).
$$

Hence $F_0=-2t$. The Hartree energy is $\tfrac12U_0(1^2+1^2)=U_0$. At $\lambda=0$ each electron is equally likely to be on either site, so double occupation has probability $1/2$ and $V_0=U_0/2$. This gives $E_x=U_0/2-U_0=-U_0/2$. The correlation energy is what remains:

$$
E_c=F_1-F_0-U_0-E_x=2t-\frac12\sqrt{U_0^2+16t^2}.
$$

Set $x=U_0^2/(16t^2)$, so that the root term is $2t\sqrt{1+x}$, and use $\sqrt{1+x}=1+x/2-x^2/8+\dots$:

$$
E_c=-tx+\frac{t x^2}{4}+\dots=-\frac{U_0^2}{16t}+\frac{U_0^4}{1024t^3}+\dots
$$

At $U_0=t$, fourth order gives $-0.06152t$ against the model's exact $-0.06155t$. At $U_0=8t$ the two terms are $-4t$ and $+4t$. Fourth order gives zero, while the exact value is $-2.472t$. The series converges for $x<1$, that is for $U_0<4t$, and diverges for $x>1$, so adding orders does not cure the second case.

In such a strongly correlated system fourth-order perturbation theory no longer motivates $m=4$. The divergence does not mean that the integrand is far from a cubic: at $U_0=8t$ a fitted cubic follows it to within $0.024t$ over the interval, while its correlation part reaches $-3.58t$. A fraction of one quarter would then need the conditions on $D_\lambda$ to be justified directly, without the perturbation series.

## Weighing the contributions in BH

To draw the PBE curve, its correlation energy is needed at every $\lambda$. Scale all coordinates of a wavefunction so that its density becomes $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$. Kinetic energy is then multiplied by $\gamma^2$ and repulsion by $\gamma$. For $\gamma=1/\lambda$,

$$
\langle T+V_{ee}\rangle_{\rm scaled}=\lambda^{-2}\langle T+\lambda V_{ee}\rangle .
$$

Scaling maps the wavefunctions with density $n$ one to one onto those with density $n_{1/\lambda}$, so the minima obey $F_\lambda[n]=\lambda^2F_1[n_{1/\lambda}]$. In this expression $T_s$ acquires the factor $\lambda^2\lambda^{-2}=1$, while $U$ and $E_x$ acquire $\lambda^2\lambda^{-1}=\lambda$. Thus

$$
F_\lambda[n]=T_s+\lambda(U+E_x)+\lambda^2E_c[n_{1/\lambda}],
$$

$$
E_{xc,\lambda}=E_x+\frac{d}{d\lambda}\left\{\lambda^2E_c[n_{1/\lambda}]\right\}.
$$

Inserting PBE exchange and correlation defines the PBE integrand. Its atoms-minus-molecule value, and the same curve after adding $\Delta(1-\lambda)^{m-1}$, are in $E_h$:

| $\lambda$ | PBE | $m=2$ | $m=4$ |
|---:|---:|---:|---:|
| 0 | 0.0607 | 0.0563 | 0.0563 |
| 0.5 | 0.0906 | 0.0884 | 0.0900 |
| 1 | 0.1104 | 0.1104 | 0.1104 |

At $\lambda=0.5$ the $m=4$ correction has already fallen to $\Delta/8=-0.0005\,E_h$, while the $m=2$ correction is still $\Delta/2=-0.0022\,E_h$.

The PBE atomization energy is $0.12916\,E_h$ (3.515 eV). With $m=4$,

$$
0.12916-\frac{0.00438}{4}=0.12806\,E_h\quad(3.485\ {\rm eV}).
$$

A separate PBE0 evaluation on the same PBE orbitals agrees with the $\lambda$ integration to the digits shown. Choosing $m=3$ or $m=5$ instead gives 0.12770 or $0.12828\,E_h$. The choice among these orders therefore moves the result by less than $0.0004\,E_h$ from its $m=4$ value. Two other effects are of similar size. In cc-pVQZ the PBE and $m=4$ values rise by $0.0002\,E_h$, to 0.12935 and $0.12827\,E_h$. A spin-unrestricted PBE solution for BH ($\langle S^2\rangle=0.17$) lies $0.0005\,E_h$ below the restricted one used here, and $\Delta$ on those orbitals was not evaluated.

The comparison level is frozen-core CCSD(T) in the same basis, $0.13269\,E_h$ (3.611 eV). It leaves out basis-set incompleteness, core correlation, higher excitations, relativity and zero-point motion. PBE lies $0.0035\,E_h$ below it and the $m=4$ hybrid $0.0046\,E_h$ below it. On these fixed, spin-restricted PBE orbitals, exact exchange moves BH slightly away from the reference. Since $\Delta$ is negative and PBE is already too low on this scale, any positive fraction would do so on these orbitals.

The sensitivity formula shows what this would mean. Suppose that the whole difference from CCSD(T) came from an endpoint error $\delta$, with the assumed polynomial form otherwise kept. The required correction is $0.13269-0.12916=0.00353\,E_h$, so

$$
0.00353=\frac{-0.00438}{4}+\frac34\delta,
\qquad
\delta=\frac43(0.00353+0.00110)=0.0062\,E_h .
$$

This would exceed $|\Delta|=0.0044\,E_h$. The estimate is conditional, because the difference also contains the limitations of the reference, the effect of using PBE densities, and any departure of $D_\lambda$ from the assumed polynomial form, which was not tested. The endpoint error itself was not computed. If the attribution is right, the assumed accuracy of PBE at full coupling matters more for BH than the choice between third, fourth and fifth order.

One molecule with a small $\Delta$ can neither establish nor refute a statement about typical molecules. The argument supports the fraction $1/4$ where two conditions hold together on the scale of $|\Delta|$: the DFA error $D_\lambda$ is close to a cubic in $\lambda$, and at $\lambda=1$ it nearly vanishes together with its first two derivatives. The adequacy of fourth-order perturbation theory is the motivation for the cubic, not a proof of it. Where either condition fails, the fraction has to be justified in another way.

## Table of computed values

```
m=2: exchange fraction 1/2, weight of lambda=1 error 1/2
m=3: exchange fraction 1/3, weight of lambda=1 error 2/3
m=4: exchange fraction 1/4, weight of lambda=1 error 3/4
m=5: exchange fraction 1/5, weight of lambda=1 error 4/5
m=6: exchange fraction 1/6, weight of lambda=1 error 5/6
Dimer U=3t, n1-n2=0.6: Exc/t definition -1.973956, integral -1.973956
Symmetric dimer U=1t: Ec/t exact -0.06155, 4th order -0.06152
Symmetric dimer U=8t: Ec/t exact -2.47214, 4th order 0.00000
BH cc-pVTZ: Ex exact -4.11628, Ex PBE -4.08327, Ec PBE -0.14679 Eh
B cc-pVTZ: Ex exact -3.75174, Ex PBE -3.71985, Ec PBE -0.11276 Eh
H cc-pVTZ: Ex exact -0.30826, Ex PBE -0.30277, Ec PBE -0.00575 Eh
BH bond length 1.23 angstrom; below: atoms minus molecule
Exchange part: exact 0.05628, PBE 0.06066, difference -0.00438 Eh
PBE correlation part 0.02828 Eh
lambda=0.00: PBE 0.06066, m=2 0.05628, m=4 0.05628 Eh
lambda=0.25: PBE 0.07746, m=2 0.07418, m=4 0.07561 Eh
lambda=0.50: PBE 0.09055, m=2 0.08836, m=4 0.09001 Eh
lambda=0.75: PBE 0.10129, m=2 0.10020, m=4 0.10122 Eh
lambda=1.00: PBE 0.11036, m=2 0.11036, m=4 0.11036 Eh
Atomization HF 0.09807 Eh = 2.669 eV
Atomization PBE 0.12916 Eh = 3.515 eV
Atomization hybrid m=2: 0.12697 Eh = 3.455 eV
Atomization hybrid m=3: 0.12770 Eh = 3.475 eV
Atomization hybrid m=4: 0.12806 Eh = 3.485 eV
Atomization hybrid m=5: 0.12828 Eh = 3.491 eV
m=4 by lambda quadrature 0.12806, separate PBE0 evaluation 0.12806 Eh
Atomization CCSD(T) frozen core 0.13269 Eh = 3.611 eV
BH cc-pVDZ valence: full-CI Ec -0.089760, lambda=1 integrand -0.230764 Eh
B cc-pVDZ valence: full-CI Ec -0.059811, lambda=1 integrand -0.159478 Eh
BH through MP2: 67.4 % of Ec, 52.4 % of lambda=1 integrand
BH through MP3: 87.2 % of Ec, 75.5 % of lambda=1 integrand
BH through MP4: 94.2 % of Ec, 86.4 % of lambda=1 integrand
Atomization, cc-pVDZ: full-CI correlation part 0.029950 Eh, lambda=1 0.071286 Eh
Atomization through MP2: correlation part 0.024001 Eh, lambda=1 0.048003 Eh
Atomization through MP3: correlation part 0.028112 Eh, lambda=1 0.060334 Eh
Atomization through MP4: correlation part 0.028874 Eh, lambda=1 0.063381 Eh
```
